# Plane-stress stiffness of an anisotropic film of any orientation

## The form the answer must have

A thin film on a thick substrate has its in-plane strain imposed from below, while its top face is free. Its elastic energy density $W$ is therefore a quadratic form in three in-plane strains, and the wanted object is the symmetric $3\times3$ matrix $Q$ in

$$W=\tfrac12\,e_p^TQ\,e_p .$$

Take Cartesian film axes with $z$ along the film normal $n$, and split the strains into

$$e_p=(e_{xx},e_{yy},\gamma_{xy}),\qquad e_o=(e_{zz},\gamma_{yz},\gamma_{xz}),$$

where $\gamma_{xy}=2e_{xy}$, and likewise for the other engineering shears. The first group is imposed; the second adjusts itself to minimize the energy. Before it adjusts,

$$W=\tfrac12e_p^TC_{pp}e_p+e_p^TC_{po}e_o+\tfrac12e_o^TC_{oo}e_o,\qquad C_{op}=C_{po}^T. \tag{1}$$

Let $C_{oo}$ be positive definite. Symmetry under relabelling of the variables then fixes $Q$ up to one number. An energy depending on $e_p$ alone passes unchanged through the minimization, so $Q=C_{pp}+F$, with $F$ built from $C_{po}$ and $C_{oo}$. The minimum cannot depend on how the relaxed variables are named. Writing $e_o=C_{oo}^{-1/2}e_o'$ turns the last block into the identity and the coupling into $B=C_{oo}^{-1/2}C_{op}$. A further orthogonal change of $e_o'$ turns $B$ into $OB$, so $F$ can depend only on

$$P=B^TB=C_{po}C_{oo}^{-1}C_{op}.$$

This has the dimension stiffness × stiffness / stiffness, as it should. Finally, a change of in-plane variables $e_p=Ae_p'$ requires $F(A^TPA)=A^TF(P)A$. For orthogonal $A$ and $P=1$, this says that $F(1)$ commutes with every orthogonal matrix, so $F(1)=\kappa 1$. Choosing $A=P^{1/2}$ then gives $F(P)=\kappa P$; singular $P$ follows by continuity.

Since $\kappa$ is the same for every stiffness, a special case determines it: three uncoupled pairs, each of one imposed variable $e$ and one relaxed variable $f$. For one pair, the energy $\frac12ae^2+cef+\frac12df^2$ is lowest at $f=-ce/d$, where it equals $\frac12(a-c^2/d)e^2$. Hence $\kappa=-1$ and

$$\boxed{Q=C_{pp}-C_{po}C_{oo}^{-1}C_{op}} \tag{2}$$

This is the Schur complement of $C_{oo}$ in the stiffness matrix.

The setting is linear elasticity at small strain, without surface stress or bending, far from the film edges. Strain is measured from the film's own stress-free state: $e_p$ is the total in-plane strain minus the stress-free in-plane strain. In atomic units stiffness is in hartree/bohr³, and no physical constant enters the algebra. The numbers below use eV and Å.

## Two shortcuts and what they omit

The first shortcut rotates the stiffness and keeps only $C_{pp}$. This sets $e_o=0$: the film is clamped in thickness and shear, so its top face carries a traction $C_{op}e_p$ that nothing supplies.

The second shortcut relaxes the thickness strain $e_{zz}$ but holds both out-of-plane shears at zero. This removes the normal traction, but in a general orientation it leaves a tangential one. Since it minimizes over a smaller set of strains, its energy cannot lie below the true one.

The cure follows from force balance. In a uniformly stressed film, the stress on the free face is the stress throughout, so $\sigma_{zz}=\sigma_{yz}=\sigma_{xz}=0$ everywhere. Differentiating (1) with respect to $e_o$ gives these three stresses:

$$\sigma_o=C_{op}e_p+C_{oo}e_o=0\quad\Rightarrow\quad e_o=-C_{oo}^{-1}C_{op}e_p. \tag{3}$$

The in-plane stress is

$$\sigma_p=C_{pp}e_p+C_{po}e_o=(C_{pp}-C_{po}C_{oo}^{-1}C_{op})e_p=Qe_p,$$

so the same $Q$ gives stress and energy. To see that (3) is a minimum, set $e_o=-C_{oo}^{-1}C_{op}e_p+d$ in (1). The terms linear in $d$ cancel, leaving

$$W=\tfrac12e_p^TQe_p+\tfrac12d^TC_{oo}d. \tag{4}$$

The last term is positive for every $d\neq0$.

Equation (4) also settles stability. The change of variables from $(e_p,e_o)$ to $(e_p,d)$ has unit determinant and makes the energy block diagonal. Therefore $\det C=\det C_{oo}\det Q$, and the numbers of negative eigenvalues of $C_{oo}$ and $Q$ add up to that of $C$. In particular, $C$ is positive definite exactly when both blocks are.

There is a second road to $Q$. If $C$ is invertible with compliance $S=C^{-1}$, then $\sigma_o=0$ gives $e_p=S_{pp}\sigma_p$. Comparison with $\sigma_p=Qe_p$ yields $Q^{-1}=S_{pp}$; here $Q$ is invertible because $\det Q=\det C/\det C_{oo}\neq0$. One may thus cut the in-plane block out of the compliance and invert it. Using the in-plane block $C_{pp}$ of the stiffness itself as $Q$, without the Schur term, is the clamped shortcut.

## Getting the rotation right

The film normal comes from the Miller indices $h_i$ and the lattice vectors $a_i$. Solve

$$a_i\cdot G=h_i,\qquad n=G/|G|. \tag{5}$$

A lattice vector $\sum_iu_ia_i$ lies in the plane when $\sum_ih_iu_i=0$, and then $G\cdot\sum_iu_ia_i=0$, so $G$ is indeed normal. With the conventional cubic cell vectors, $G$ is parallel to $[h_1h_2h_3]$. For other cells, including the primitive fcc and bcc cells, $G$ is in general not parallel to $\sum_ih_ia_i$. The indices and the lattice vectors in (5) must refer to the same cell.

Choose a unit vector $x$ perpendicular to $n$, and set $y=n\times x$. Let the rows of $R$ be $x,y,n$ in the crystal's Cartesian axes. Components along the film axes are then

$$C'_{ijkl}=R_{ia}R_{jb}R_{kc}R_{ld}C_{abcd}. \tag{6}$$

Rotating one index at a time takes four passes. Each pass computes 81 entries with three products each, 972 products in all.

The rotated tensor is packed into a $6\times6$ matrix in the order $xx,yy,zz,yz,xz,xy$. With engineering shears, the entries are copied without factors. For example, $\sigma_{xx}$ contains $C'_{xxyz}e_{yz}+C'_{xxzy}e_{zy}=C'_{xxyz}\gamma_{yz}$, so the matrix entry is $C'_{xxyz}$ itself. The energy $\frac12\sigma_{ij}e_{ij}$ likewise contains $\frac12(\sigma_{yz}e_{yz}+\sigma_{zy}e_{zy})=\frac12\sigma_{yz}\gamma_{yz}$, which is the form used in (1).

The complete scheme is:

1. Find $n$ from (5) and build $R$.
2. Rotate the four-index tensor by (6) and pack it.
3. Take rows and columns $xx,yy,xy$ as $p$, and $zz,yz,xz$ as $o$.
4. Solve $C_{oo}X=C_{op}$, and form $Q=C_{pp}-C_{po}X$.
5. For an imposed $e_p$, recover $e_o=-Xe_p$ and $\sigma_p=Qe_p$.

## What the inverted block means

The relaxation can be written as an extra displacement $u=b\,(n\cdot r)$, which vanishes on the bottom plane $n\cdot r=0$. Its strain is the symmetric part of $b\otimes n$, so in film axes $e_{zz}=b_z$, $\gamma_{yz}=b_y$ and $\gamma_{xz}=b_x$. Hence $C_{oo}$ is the Christoffel matrix

$$\Gamma_{ik}=C_{ijkl}n_jn_l \tag{7}$$

written in film axes with its components in the order $z,y,x$. For a plane wave $u=a\,f(n\cdot r-vt)$ in a medium of density $\rho$, the equation of motion gives $\rho v^2a=\Gamma a$. The Schur step is therefore safe when all three waves travelling along $n$ have $v^2>0$. If one of these $v^2$ tends to zero, the film loses its resistance to one out-of-plane deformation, and the matrix inverted in (2) becomes ill-conditioned. $Q$ itself stays bounded as long as $C$ is positive definite, because the relaxed energy then lies between zero and the clamped energy $\frac12e_p^TC_{pp}e_p$. The relaxed strain has no such bound: multiplying the $yz$ row and column of $C$ by $\sqrt\eta$ leaves $Q$ in (2) unchanged but multiplies $\gamma_{yz}$ in (3) by $1/\sqrt\eta$, so near a soft wave the small-strain assumption can fail while $Q$ still looks ordinary.

This reading also gives $Q$ without rotation. Start from any strain $E$ with the required in-plane part, and let $N_{ijm}=C_{ijmq}n_q$. The traction due to $E$ is $\tau_p=C_{prkl}n_rE_{kl}=N_{klp}E_{kl}$. The displacement vector that cancels it is $b=-\Gamma^{-1}\tau$. The total stress becomes $\sigma_{ij}=\tilde C_{ijkl}E_{kl}$ with

$$\tilde C_{ijkl}=C_{ijkl}-N_{ijm}(\Gamma^{-1})_{mp}N_{klp}. \tag{8}$$

Because $N_{ijm}n_j=\Gamma_{im}$, contraction of (8) with $n_j$ gives $N_{kli}-N_{kli}=0$: there is no traction, whatever $E$ was. Only the in-plane components of $\tilde C$ survive in film axes, and they are $Q$.

It follows that turning $x$ and $y$ about $n$ changes $Q$ as a fourth-rank tensor in the plane. Its double trace is invariant. For equibiaxial strain $e_p=(\varepsilon,\varepsilon,0)$,

$$W=M\varepsilon^2,\qquad M=\tfrac12(Q_{11}+2Q_{12}+Q_{22}). \tag{9}$$

The mean of $\sigma_{xx}=(Q_{11}+Q_{12})\varepsilon$ and $\sigma_{yy}=(Q_{12}+Q_{22})\varepsilon$ is $M\varepsilon$. The two stresses themselves need not be equal, so $M$ alone gives the energy but not the full stress.

## Cubic crystals

Let $\delta=C_{11}-C_{12}-2C_{44}$. In cubic axes,

$$C_{ijkl}=C_{12}\delta_{ij}\delta_{kl}+C_{44}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+\delta\sum_a\delta_{ia}\delta_{ja}\delta_{ka}\delta_{la}, \tag{10}$$

where the symbols $\delta$ with two indices are Kronecker deltas. As a check, $C_{1111}=C_{12}+2C_{44}+\delta=C_{11}$. Contraction with $n_jn_l$ gives

$$\Gamma=D+s\,nn^T,\quad D_{ii}=C_{44}+\delta n_i^2,\quad s=C_{12}+C_{44},$$

with $D$ diagonal.

For equibiaxial strain, start from the isotropic strain $\varepsilon\delta_{ij}$, which has the right in-plane part. Its stress is $3K\varepsilon\delta_{ij}$ with $K=(C_{11}+2C_{12})/3$, and its energy is $\frac92K\varepsilon^2$. Adding the relaxation $b$ gives

$$W=\tfrac92K\varepsilon^2+3K\varepsilon\,n\cdot b+\tfrac12b^T\Gamma b. \tag{11}$$

The minimum is at $b=-3K\varepsilon\Gamma^{-1}n$, so $M=\frac92K(1-Kq)$ with $q=n^T\Gamma^{-1}n$. To find $q$, solve $\Gamma v=n$, that is, $Dv+s\,n(n\cdot v)=n$. Since $n\cdot v=q$, one has $v=(1-sq)D^{-1}n$. Multiplying by $n^T$ gives $q=(1-sq)g$ with $g=n^TD^{-1}n$, hence $q=1/(s+1/g)$ and

$$M=\frac{9K}{2}\left[1-\frac{K}{s+1/g}\right],\qquad g=\sum_i\frac{n_i^2}{C_{44}+\delta n_i^2}. \tag{12}$$

If a denominator in $g$ vanishes, the limit is understood.

On (001), $1/g=C_{44}+\delta$ and $s+1/g=C_{11}$, so

$$M_{001}=\frac{(C_{11}+2C_{12})(C_{11}-C_{12})}{C_{11}}.$$

On (111), $1/g=C_{44}+\delta/3$ and $s+1/g=(3K+4C_{44})/3$, so

$$M_{111}=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}}.$$

In the isotropic limit $\delta=0$, $1/g=C_{44}$ and $s+1/g=C_{12}+2C_{44}=C_{11}$ for every $n$, so the (001) expression holds for all orientations.

**Softest and stiffest orientations.** Let $A=2C_{44}/(C_{11}-C_{12})$, and let the crystal be stable, so that $K$, $C_{44}$ and $C_{11}-C_{12}$ are positive. Put $f(x)=x/(C_{44}+\delta x)$, so that $g=\sum_if(n_i^2)$ with $\sum_in_i^2=1$. Then

$$f''(x)=-\frac{2C_{44}\delta}{(C_{44}+\delta x)^3}.$$

For $1<A<2$, $\delta$ is negative, but $C_{44}+\delta=C_{11}-C_{12}-C_{44}$ is positive, so the denominator stays positive on $0\le x\le1$ and $f$ is convex. The sum $g$ is then smallest when the three $n_i^2$ are equal and largest when one of them is 1. Since $\det\Gamma=\det D\,(1+sg)>0$, $1+sg$ is positive, and $q=g/(1+sg)$ has the positive derivative $1/(1+sg)^2$. Thus $M$ falls as $g$ rises: it is lowest on $\{001\}$ and highest on $\{111\}$. For $A<1$, $f$ is concave and the two exchange roles. This proof does not cover $A\ge2$.

**When shear relaxation matters.** Equibiaxial strain causes no out-of-plane shear when $b$ is parallel to $n$. This requires $\Gamma n$ to be parallel to $n$, that is, $(C_{44}+\delta n_i^2)n_i=\lambda n_i$ for each $i$. For $\delta\ne0$, all nonzero $n_i^2$ must be equal, which leaves only the families $\{001\}$, $\{011\}$ and $\{111\}$. On every other plane, relaxing $e_{zz}$ alone overestimates $M$. That shortcut puts $b=b_zn$ in (11) and gives

$$M_{zz}=\frac{9K}{2}\left[1-\frac{K}{C'_{33}}\right],\quad C'_{33}=n^T\Gamma n=s+C_{44}+\delta\sum_in_i^4. \tag{13}$$

## A (112) film worked through

Take a model cubic crystal with $C_{11}=1.0$, $C_{12}=0.4$ and $C_{44}=0.5$ eV/Å³. Then $K=0.6$ eV/Å³, $\delta=-0.4$ eV/Å³ and $A=1.67$. Let $x$ lie along $[1\bar10]$ and $y$ along $[11\bar1]$.

Equation (10) in film axes gives the rotated entries by short sums. For instance, in eV/Å³,

$$C'_{yyzz}=C_{12}+\delta\sum_iy_i^2n_i^2=0.4-\frac{0.4}{3}=0.2667,$$

$$C'_{xxyz}=\delta\sum_ix_i^2y_in_i=-0.4\,(0.57735)(0.40825)=-0.0943.$$

The second entry would vanish in an isotropic film. It couples stretching along $x$ to an out-of-plane shear.

Impose $\varepsilon=0.01$ along both axes. By the mirror symmetry normal to $x$, $\gamma_{xz}=0$. The two remaining conditions in (3) are, in eV/Å³,

$$1.2\,e_{zz}+0.09428\,\gamma_{yz}=-(0.33333+0.26667)(0.01)=-0.006,$$

$$0.09428\,e_{zz}+0.36667\,\gamma_{yz}=0.09428\,(0.01)=0.0009428.$$

The determinant is $1.2(0.36667)-0.09428^2=0.4311$, in (eV/Å³)². Cramer's rule gives $e_{zz}=-0.00531$ and $\gamma_{yz}=0.00394$. The film thins, as expected under tension, and also leans towards $+y$. Over a thickness of 100 Å, the top face shifts sideways by 0.39 Å relative to the bottom.

The Schur term lowers the $xx,xx$ entry from 1.2000 to 1.0670 eV/Å³ and the $yy,yy$ entry from 1.2667 to 1.2062 eV/Å³. With $Q_{12}=0.1856$ eV/Å³,

$$M=\tfrac12[1.0670+2(0.1856)+1.2062]=1.322\ \text{eV/Å}^3,$$

or 211.8 GPa. The stresses are

$$\sigma_{xx}=(1.0670+0.1856)(0.01)=0.01253\ \text{eV/Å}^3,$$

$$\sigma_{yy}=(0.1856+1.2062)(0.01)=0.01392\ \text{eV/Å}^3,$$

or 2.01 and 2.23 GPa. Equal strains thus produce stresses that differ by about 11 %, relative to the smaller. The energy per area is $M\varepsilon^2$ times the thickness, $1.322\times10^{-4}\times100=0.0132$ eV/Å².

The clamped shortcut would give $M=\frac12[1.2000+2(0.2667)+1.2667]=1.500$ eV/Å³, 13 % above the relaxed value. Relaxing $e_{zz}$ alone gives 1.350 eV/Å³, still 2.1 % too high.

## Comparing orientations

For the same crystal, in eV/Å³:

| Plane | $M$ | $M_{zz}$ |
|---|---:|---:|
| (001) | 1.080 | 1.080 |
| (011) | 1.350 | 1.350 |
| (111) | 1.421 | 1.421 |
| (112) | 1.322 | 1.350 |
| (123) | 1.330 | 1.350 |

The order of (001) and (111) is the one proved for $1<A<2$; $M$ on (111) is 32 % above that on (001).

The repeated value 1.350 in the last column has a simple origin. All three planes have indices of the form $(h,k,h+k)$. For these,

$$h^4+k^4+(h+k)^4=2(h^2+hk+k^2)^2,$$

while the sum of squares is $2(h^2+hk+k^2)$. Hence $\sum_in_i^4=\frac12$, and (13) gives $C'_{33}=1.2$ eV/Å³ and $M_{zz}=2.7(1-0.6/1.2)=1.35$ eV/Å³ each time. The shortcut's equibiaxial modulus cannot distinguish these planes, though their true moduli differ.

The (111) film shows that a correct $M$ does not certify the whole matrix. With $x$ along $[1\bar10]$ and $y$ along $[11\bar2]$, (10) gives $C'_{xxyz}=-0.0943$ and $C'_{yyyz}=+0.0943$ eV/Å³. The couplings cancel for equal strains but not for strain along $x$ alone. The shear stiffness is $C'_{yzyz}=C_{44}+\delta/3=0.3667$ eV/Å³, and here $C'_{zzyz}=0$. Shear relaxation therefore lowers $Q_{11}$ by $0.0943^2/0.3667=0.0242$ eV/Å³, from the shortcut's 1.1439 to 1.1196 eV/Å³. Both matrices are isotropic in the plane; in the corrected one, $Q_{66}=(Q_{11}-Q_{12})/2=0.409$ eV/Å³.

## Checks and limits of use

Cubic symmetry can hide mistakes, so (2) was also tested on a triclinic stiffness in an arbitrary orientation. Direct minimization of the energy in crystal axes reproduced every entry of $Q$ to about $3\times10^{-11}$ eV/Å³. The compliance route and the rotation-free tensor (8) agreed to rounding error. Formula (12), the extremes and the shear criterion were tested on 342 integer triples $(h_1h_2h_3)$, some of them parallel, for each of two cubic crystals, one with $A>1$ and one with $A<1$. The largest deviation from (12) was about $10^{-15}$ eV/Å³, the extremes fell on the stated planes, and the shear criterion held for every triple.

The scheme takes $e_p$ as given. When it comes from lattice misfit, it equals the full misfit only while the film stays coherent with the substrate; beyond a critical thickness, misfit dislocations can relieve part of it. For a misfit of 1 % and Burgers vectors of 2.5 to 4 Å, the equilibrium (Matthews–Blakeslee) estimate of that thickness is roughly 60 to 100 Å, so a real film with the strain and thickness of the worked example need not be fully strained. The scheme also assumes a uniform stress. Near a film edge, the side face must also be free of traction, which $\sigma_p=Qe_p$ does not satisfy in general, so the full three-dimensional problem has to be solved there. The stiffness of a real crystal changes with strain, and a constant $Q$ is only the leading term. With third-order constants of the size found in silicon, whose second-order constants are close to the model's, an equibiaxial strain of $\pm0.01$ already moves $W/\varepsilon^2$ by about 1.5 to 2 %, comparable with the 2.1 % gained by shear relaxation on (112); the digits of the worked example belong to the linear model. A film so thin that its surface stress is comparable with $\sigma_p$ times its thickness needs that contribution added.

## Calculated quantities

```
C11, C12, C44: 1.000 0.400 0.500 eV/A^3
bulk modulus K: 0.60000 eV/A^3
anisotropy ratio A: 1.66667 (no unit)
1 eV/A^3 equals: 160.2177 GPa
(112) film axis x: 0.70711 -0.70711 0.00000 (no unit)
(112) film axis y: 0.57735 0.57735 -0.57735 (no unit)
(112) film axis z: 0.40825 0.40825 0.81650 (no unit)
(112) matrices: 6x6 order xx yy zz yz xz xy; 3x3 order xx yy xy
(112) rotated C row xx: 1.20000 0.26667 0.33333 -0.09428 0.00000 0.00000 eV/A^3
(112) rotated C row yy: 0.26667 1.26667 0.26667 0.00000 0.00000 0.00000 eV/A^3
(112) rotated C row zz: 0.33333 0.26667 1.20000 0.09428 0.00000 0.00000 eV/A^3
(112) rotated C row yz: -0.09428 0.00000 0.09428 0.36667 0.00000 0.00000 eV/A^3
(112) rotated C row xz: 0.00000 0.00000 0.00000 0.00000 0.43333 -0.09428 eV/A^3
(112) rotated C row xy: 0.00000 0.00000 0.00000 0.00000 -0.09428 0.36667 eV/A^3
(112) subtracted Schur term row xx: 0.13299 0.08110 0.00000 eV/A^3
(112) subtracted Schur term row yy: 0.08110 0.06048 0.00000 eV/A^3
(112) subtracted Schur term row xy: 0.00000 0.00000 0.02051 eV/A^3
(112) Q row xx: 1.06701 0.18557 0.00000 eV/A^3
(112) Q row yy: 0.18557 1.20619 0.00000 eV/A^3
(112) Q row xy: 0.00000 0.00000 0.34615 eV/A^3
imposed equibiaxial strain: 0.010 (no unit)
(112) relaxed strains zz, yz, xz: -0.005309 0.003936 0.000000 (no unit)
(112) stresses xx, yy, xy: 0.012526 0.013918 0.000000 eV/A^3
(112) stresses xx, yy, xy converted: 2.0069 2.2298 0.0000 GPa
(112) energy density: 1.32216 1e-4 eV/A^3
film thickness: 100.0 A
(112) energy per area: 0.013222 eV/A^2
(112) top-face shift along y: 0.3936 A
(001) M, M with only zz relaxed: 1.08000 1.08000 eV/A^3
(001) M converted: 173.04 GPa
(011) M, M with only zz relaxed: 1.35000 1.35000 eV/A^3
(011) M converted: 216.29 GPa
(111) M, M with only zz relaxed: 1.42105 1.42105 eV/A^3
(111) M converted: 227.68 GPa
(112) M, M with only zz relaxed: 1.32216 1.35000 eV/A^3
(112) M converted: 211.83 GPa
(123) M, M with only zz relaxed: 1.33007 1.35000 eV/A^3
(123) M converted: 213.10 GPa
(111) Q11, Q12, Q66: 1.11962 0.30144 0.40909 eV/A^3
(111) Q11 with only zz relaxed: 1.14386 eV/A^3
triclinic test Q row: 1.30430 -0.66763 0.02997 eV/A^3
triclinic test Q row: -0.66763 1.86323 0.11326 eV/A^3
triclinic test Q row: 0.02997 0.11326 0.39015 eV/A^3
largest Q error, direct minimization: 2.8e-11 eV/A^3
largest Q error, compliance route: 1.1e-15 eV/A^3
largest error, rotation-free tensor: 5.6e-16 eV/A^3
largest M error, cubic closed form: 1.1e-15 eV/A^3
cubic normals scanned per parameter set: 342
```
